Minority-hole injection ratio of a gold contact on n-type silicon

**Problem**

A gold contact on the (100) surface of n-type silicon is biased forward at T = 300 K. The donor density is N_D = 1e16 cm⁻³ and the barrier height is φ_B = 0.80 eV. Most of the current consists of electrons passing from the silicon over the barrier into the gold. A small part consists of holes entering the silicon. Let J_n be the electron current density over the barrier and J_p the hole current density at the inner edge of the depletion layer, where the neutral silicon begins. The injection ratio is

γ = J_p/(J_n + J_p).

Find γ at low injection, decide whether it lies below 1e-3, and find what would bring it up to that value.

Use these rough typical values: intrinsic density n_i = 1e10 cm⁻³, mobilities μ_n = 1200 and μ_p = 450 cm²/Vs, hole lifetime τ = 1 μs, conduction-band masses m_l = 0.98 and m_t = 0.19 in units of the free-electron mass m_0, and reduced Richardson constant A** = 110 A/cm²K². The neutral region is much longer than the hole diffusion length unless another length is stated.

Conventions: x runs from the metal into the silicon, current along +x is positive, q is the positive elementary charge, and V > 0 is forward bias. The thermal voltage is V_t = kT/q = 0.02585 V. Low injection means that the hole density in the neutral region stays far below N_D and that the field there hardly moves the holes.

**First estimate by scaling**

Each current is a charge times a density times a velocity. Forward bias multiplies both the electron density at the interface and the hole density at the depletion edge by exp(V/V_t), so the ratio can be estimated from equilibrium densities.

The equilibrium hole density in the bulk is p_n0 = n_i²/N_D = 1e4 cm⁻³. Holes diffuse away at about D_p/L_p. Here D_p = μ_p V_t = 11.63 cm²/s and L_p = √(D_p τ) = 34.11 μm, so this velocity is about 3.4e3 cm/s.

The electron density at the interface is n_s = N_c exp(−φ_B/kT). With the effective density of states N_c = 2.83e19 cm⁻³ it is about 1e6 cm⁻³. For the velocity take a typical thermal value, 1e7 cm/s. Then

γ ~ (1e4 × 3.4e3)/(1e6 × 1e7) ≈ 3e-6.

The electrons at the interface are only about a hundred times as numerous as the bulk holes. The rest of the disparity comes from the velocities: electrons leave at a thermal velocity, while holes must diffuse.

**Solution: electrons over the barrier**

At the interface the conduction-band bottom lies φ_B above the metal's Fermi level. In equilibrium, equal electron currents cross in the two directions. For one ellipsoidal valley with axes along the coordinates, Boltzmann statistics and two spin states, either current is

J = [2q/(2π)³] exp(−φ_B/kT) ∫ v_x exp(−ε/kT) d³k, taken over v_x > 0.

Since v_x = (1/ħ)∂ε/∂k_x, the integral over k_x is kT/ħ. Each transverse integral is Gaussian, ∫exp(−ħ²k_y²/2m_y kT) dk_y = √(2πm_y kT)/ħ. The product is

J = q(kT)² √(m_y m_z)/(2π²ħ³) × exp(−φ_B/kT).

Define A_0 = q m_0 k²/(2π²ħ³) = 120.2 A/cm²K². On a (100) surface, two valleys have their long axis along the normal and contribute m_t each. The other four contribute √(m_l m_t) each. Hence, with masses in units of m_0,

A* = A_0[2m_t + 4√(m_l m_t)] = 253 A/cm²K².

This assumes that every electron crossing the barrier top is collected. Phonon backscattering and quantum reflection reduce the current, which the rough value A** = 110 A/cm²K² represents. The saturation current is then

J_n0 = A** T² exp(−φ_B/kT) = 3.60e-7 A/cm².

It can be written q v_R n_s, with the emission velocity v_R = A**T²/(qN_c) = 2.18e6 cm/s.

Under forward bias the Fermi level of the silicon rises by qV relative to that of the metal. If the electron quasi-Fermi level stays flat up to the interface, the current from the silicon grows by exp(V/V_t), while the current from the metal is unchanged. Their difference is

J_n = J_n0[exp(V/V_t) − 1].

**Solution: holes into the silicon**

In the bulk, N_D = N_c exp[−(E_c − E_F)/kT]. The built-in potential is therefore

V_bi = φ_B/q − V_t ln(N_c/N_D) = 0.5945 V.

Let u(x) be the upward band bending divided by kT. In the depletion approximation the donors supply all the space charge, so u″ = qN_D/(εV_t), where ε is the permittivity, 11.7 times that of vacuum. With u = u′ = 0 at the edge x = w,

u = u_0(1 − x/w)²,  u_0 = (V_bi − V)/V_t,  w = √[2ε(V_bi − V)/(qN_D)].

The electric field is V_t u′, so the drift-diffusion current of holes is J_p = qD_p(p u′ − p′). Substitute p = p_n0 e^u η. The derivative p′ contains p u′, which cancels the drift term, and leaves

J_p = −qD_p p_n0 e^u η′.

Leave recombination in the depletion layer aside for now, so that J_p is constant there. Three drops in η then follow.

1. At the metal, J_p = q v_p[p_s − p(0)], where v_p is an exchange velocity, taken as roughly 1e6 cm/s. The equilibrium interface density is p_s = p_n0 exp(V_bi/V_t) = p_n0 e^{u_0} exp(V/V_t). Therefore

exp(V/V_t) − η(0) = (J_p/qp_n0) e^{−u_0}/v_p.

2. Integration across the depletion layer gives

η(0) − η(w) = (J_p/qp_n0) ∫₀^w e^{−u}dx/D_p.

3. In the neutral region the excess density δ = p − p_n0 obeys D_p δ″ = δ/τ. If a perfect sink for holes lies a distance W beyond the edge, then with y = x − w the solution is δ = δ(0) sinh[(W − y)/L_p]/sinh(W/L_p). Its diffusion current at y = 0 is qD_p δ(0) coth(W/L_p)/L_p. Since δ(0) = p_n0[η(w) − 1],

η(w) − 1 = (J_p/qp_n0) L_p tanh(W/L_p)/D_p.

Adding the three lines eliminates η(0) and η(w):

J_p = qp_n0[exp(V/V_t) − 1]/R,

R = L_p tanh(W/L_p)/D_p + ∫₀^w e^{−u}dx/D_p + e^{−u_0}/v_p.

The three terms act as resistances in series. At V = 0.30 V and W ≫ L_p, the last two reduce the current by 0.15%. The metal therefore supplies holes easily, and diffusion in the neutral silicon sets the current. Keeping the first term, with tanh → 1,

J_p0 = qD_p n_i²/(L_p N_D) = 5.47e-12 A/cm².

**Solution: the ratio**

Both currents contain the factor exp(V/V_t) − 1, which cancels:

γ = J_p0/(J_n0 + J_p0) ≈ qD_p n_i² exp(φ_B/kT)/(L_p N_D A**T²).

The numbers give

γ = 5.465e-12/3.599e-7 = 1.52e-5.

This is 66 times smaller than 1e-3. At V = 0.30 V the simple formulas give J_n = 3.9e-2 A/cm² and J_p = 6.0e-7 A/cm². The hole density at the depletion edge is 1.1e-7 of the donor density, so the density condition for low injection is well satisfied.

**Correction for electron transport**

The electron quasi-Fermi level is not perfectly flat. Write n = N_D e^{−u}ζ, with ζ(w) = 1. The electron current J_n = qD_n(n u′ + n′), where D_n = μ_n V_t, becomes qD_n N_D e^{−u}ζ′. Hence

1 − ζ(0) = (J_n/qN_D) ∫₀^w e^u dx/D_n.

At the metal J_n = q v_R[n(0) − n_s], with n_s = N_D e^{−u_0} exp(−V/V_t), which gives

ζ(0) − exp(−V/V_t) = (J_n/qN_D) e^{u_0}/v_R.

Add the two lines, solve for J_n, and use q v_R N_D e^{−u_0} = J_n0 exp(V/V_t):

J_n = J_n0[exp(V/V_t) − 1]/(1 + v_R I/D_n),  I = ∫₀^w e^{u−u_0}dx.

Close to the metal, u − u_0 ≈ −E_m x/V_t, where E_m is the magnitude of the peak field, so I ≈ V_t/E_m. The correction is thus about v_R/(μ_n E_m). At 0.30 V, E_m = 0.0302 MV/cm and this is 0.06. The full integral reduces J_n to 0.940 of its simple value. This factor shows that the correction is small, but its exact size is uncertain: the band falls by kT within V_t/E_m, about 9 nm, which is shorter than the electron mean free path of a few tens of nanometres, so drift-diffusion is not strictly valid there. In addition, tabulated values of A** often already include a factor of this form, in which case it should not be applied a second time.

A numerical solution of both continuity equations, in the same parabolic potential, with the same interface conditions and again without recombination in the depletion layer, gives γ = 1.59e-5, 1.60e-5 and 1.61e-5 at 0.1, 0.2 and 0.3 V. Halving the mesh changes the last value by a relative 6e-6. The model error is larger: a self-consistent potential in place of the parabola shifts these values by up to about 1%, so the third digit is not firm. The slight rise follows from the correction: E_m falls with forward bias, so electron transport through the layer becomes a little harder.

**Comparison of estimate and solution**

The estimate, 3e-6, is about five times too small. Nearly all of the discrepancy comes from the electron velocity: 1e7 cm/s was assumed, whereas v_R is 2.2e6 cm/s. The hole side of the estimate already had the form of the long-region solution. Scaling was enough to place γ below 1e-3; the solution supplies the factor and shows which resistance controls the holes.

**Where low injection ends**

The current needs a field E = J/(qμ_n N_D) in the neutral region, and this field pushes holes inward. For δ ≫ p_n0 the hole equation is D_p δ″ − μ_p Eδ′ − δ/τ = 0. The decaying solution exp(−κy) requires D_p κ² + μ_p Eκ − 1/τ = 0. With a = E/(2V_t),

κ = −a + √(a² + 1/L_p²).

Drift and diffusion together carry the particle flux μ_p Eδ + D_p κδ = D_p δ(2a + κ). Relative to D_p δ/L_p, the hole current is multiplied by

F = s + √(1 + s²),  s = EL_p/(2V_t).

Setting F = 1.1 and squaring √(1 + s²) = 1.1 − s gives s = 0.21/2.2 = 0.095. The corresponding current is

J = 2s qμ_n N_D V_t/L_p = 2.8 A/cm².

This is about seventy times the current at 0.30 V. Well above it, F ≈ 2s and γ grows roughly in proportion to the current, so the small ratio found here should not be carried over to high current densities. Setting F = 66 gives s ≈ 33, so γ reaches 1e-3 at a current of order 1e3 A/cm². There the depletion layer is nearly flattened and self-heating would matter, so only the order of magnitude is meaningful.

**Holes that recombine before reaching the bulk**

The metal also supplies holes that recombine inside the depletion layer. Assume midgap centres and equal lifetimes τ for both carriers. The recombination rate is (np − n_i²)/[τ(n + p + 2n_i)], and it peaks where n = p = n_i exp(V/2V_t). Around that plane n and p vary as e^{±z}, with z = E_x Δx/V_t, where Δx is the distance from the plane and E_x the field magnitude there. For V well above V_t the rate is n_i exp(V/2V_t)/(2τ cosh z). Because ∫dz/cosh z = π over all z,

J_rec ≈ πqn_i V_t exp(V/2V_t)/(2τE_x).

J_rec grows more slowly with bias than J_n. Integrating the full rate over the parabolic layer and dividing by the simple, uncorrected J_n gives J_rec/J_n = 1.8e-3 at 0.05 V, 7.8e-4 at 0.10 V and 2.2e-5 at 0.30 V. With a self-consistent potential and the transport-corrected J_n these rise by 9 to 14%, to 1.9e-3, 8.6e-4 and 2.5e-5, and the total hole current falls below 1e-3 of the electron current only above about 0.09 V. All three exceed γ. At 0.05 V the total hole current leaving the metal is therefore above 1e-3 of the electron current, although the part injected into the neutral silicon is not. At such a small bias the answer to the problem depends on measuring J_p at the depletion edge. At 0.10 V and 0.30 V even the total hole current is below 1e-3 of the electron current, for τ = 1 μs. Since J_rec is proportional to 1/τ, a lifetime of 10 ns would put it above 1e-3 even at 0.30 V.

**What would raise γ to 1e-3**

*Barrier height.* Since γ grows as exp(φ_B/kT), the required barrier at 300 K is 0.80 eV + kT ln 65.9 = 0.908 eV, other parameters being fixed.

*Donor density.* In the simple formula γ ∝ 1/N_D, so a density 66 times lower, 1.5e14 cm⁻³, gives 1e-3 with the other parameters fixed. The field in the depletion layer is then weaker and the electron-transport correction larger. Including that correction puts the crossing at about 2e14 cm⁻³ for a bias of 0.1 V.

*Length of the neutral region.* With a perfect sink at W = 5 μm, tanh(W/L_p) = 0.146 replaces 1 and γ rises to 1.04e-4. This is still below 1e-3, by a factor of about ten. Reaching 1e-3 would take a perfect sink only about 0.5 μm from the depletion edge.

*Temperature.* Take n_i² ∝ T³ exp(−E_g0/kT), with a gap extrapolated to 0 K of E_g0 = 1.20 eV (rough). Hold φ_B, A**, D_p and L_p fixed. Then γ ∝ T exp[−(E_g0 − φ_B)/kT]. At 400 K this gives 9.7e-4 for the long region and 6.6e-3 for the 5 μm one. Under these assumptions the long contact reaches 1e-3 at about 400 K. The crossing is sensitive to the fixed barrier: if φ_B fell by 0.27 meV per kelvin, roughly as the gap does, it would move to about 430 K. In either case the conclusion belongs to operation near room temperature.

**Beside a real contact**

A barrier near 0.8 eV is typical of gold on n-type silicon, and the other inputs are ordinary for this doping. Lifetime varies widely between samples. Gold that has diffused into the silicon acts as a recombination centre and shortens it. For a long region γ ∝ 1/√τ, so τ = 10 ns instead of 1 μs would raise γ tenfold, to 1.5e-4. Real diodes often have a thin epitaxial layer on a heavily doped n-type substrate. The junction between the two reflects most holes, so at a given lifetime a perfect sink gives only an upper bound for a layer of that thickness. For τ = 1 μs and W = 5 μm this bound is the 1.04e-4 found above. For a fully reflecting back, tanh(W/L_p) replaces coth(W/L_p) in the hole current, and with the same τ and W γ falls to 2.2e-6, below the long-region value.

Two neglected effects lower γ by increasing J_n. Image-force lowering at 0.30 V is 0.019 eV, a factor of 2.1 if 0.80 eV is the barrier before lowering. A WKB estimate of tunnelling near the top of the unrounded barrier, with the light mass m_t, gives a factor of 1.5. The two valleys whose long axis lies along the normal tunnel with m_l, and weighting the valleys gives 1.4. The same estimate for the image-rounded barrier gives about 2.4 for both effects together. The two should not simply be multiplied, because rounding changes the tunnelling and A** is already an effective constant. Degeneracy is negligible, since N_D/N_c = 3.5e-4. For the stated contact at 300 K and low current, γ is of order 1e-5. The main values are listed in the numerical output.

Table of computed values

```
Temperature: 300 K
Thermal voltage kT/q: 0.02585 V
Donor density: 1.0e+16 cm^-3
Barrier height (rough): 0.80 eV
Intrinsic density (rough): 1.0e+10 cm^-3
Electron mobility (rough): 1200 cm2/Vs
Hole mobility (rough): 450 cm2/Vs
Hole lifetime (rough): 1.0 us
Longitudinal mass (rough): 0.98 m_e
Transverse mass (rough): 0.19 m_e
Relative permittivity (rough): 11.7
Free-electron Richardson constant: 120.2 A/cm2K2
Ideal Richardson constant, (100): 253.1 A/cm2K2
Ideal Richardson constant, (111): 266.1 A/cm2K2
Reduced Richardson constant (rough): 110 A/cm2K2
Conduction-band density Nc: 2.832e+19 cm^-3
Emission velocity vR: 2.182e+06 cm/s
Hole exchange velocity at metal (rough): 1.0e+06 cm/s
Hole diffusion coefficient: 11.63 cm2/s
Hole diffusion length: 34.11 um
Equilibrium hole density: 1.00e+04 cm^-3
Electron saturation current Jn0: 3.599e-07 A/cm2
Hole saturation current Jp0: 5.465e-12 A/cm2
Injection ratio gamma, simple formula: 1.518e-05
1e-3 divided by gamma: 65.9
Built-in potential: 0.5945 V
Example forward bias: 0.30 V
Depletion width at example bias: 195.2 nm
Peak field at example bias: 0.0302 MV/cm
Simple electron current at example bias: 3.945e-02 A/cm2
Simple hole current at example bias: 5.989e-07 A/cm2
Numerical gamma at 0.1 V: 1.588e-05
Numerical gamma at 0.2 V: 1.598e-05
Numerical gamma at 0.3 V: 1.612e-05
Relative shift of gamma on halving mesh: -6.0e-06
Electron current / simple formula: 0.9404
Hole current / simple formula: 0.9985
Edge hole density / donor density: 1.10e-07
Drift factor at s=0.5, numerical: 1.6165
Drift factor at s=0.5, formula: 1.6180
Current where drift raises gamma 10%: 2.78 A/cm2
Short base with perfect hole sink: 5.0 um
Gamma with the short base: 1.043e-04
Depletion recombination / Jn at 0.05 V: 1.754e-03
Depletion recombination / Jn at 0.10 V: 7.831e-04
Depletion recombination / Jn at 0.30 V: 2.153e-05
Recombination estimate / integral, 0.30 V: 1.002
Image-force lowering at example bias: 0.0193 eV
Gain of Jn from that lowering: 2.11
Tunnelling energy E00: 1.25 meV
Gain of Jn from tunnelling (WKB): 1.46
Degeneracy measure ND/Nc: 3.53e-04
Gap extrapolated to 0 K (rough): 1.20 eV
Gamma at 400 K, long base: 9.678e-04
Gamma at 400 K, short base: 6.611e-03
Barrier where gamma = 1e-3 at 300 K: 0.908 eV
Temperature where gamma = 1e-3: 401 K
```
